\section*{Magnetic interaction and Condon domains in the de Haas–van Alphen effect, part 1}

(Sections cited here and not found follow in the second part.)

\section{From Landau levels to the self-consistent field}

\subsection{The result}

The magnetization of an electron gas oscillates as a function of the flux density $B$ inside the sample, and $B$ contains the magnetization itself. For a long rod along the field,
\begin{equation}
B=\mu_0\left[H+M(B)\right].
\label{eq:selfB}
\end{equation}
If $M(B)$ is dominated by one harmonic, let $B_c$ be a field at which $M=0$ and $\partial M/\partial B$ has its largest value. With $k$ the rate at which the oscillation phase changes with $B$, define
\begin{equation}
y=k(B-B_c),\qquad x=k(\mu_0H-B_c).
\label{eq:xy}
\end{equation}
Then (\ref{eq:selfB}) becomes
\begin{equation}
y=x+a\sin y,\qquad a=\max_B\,\mu_0\frac{\partial M}{\partial B}.
\label{eq:kepler}
\end{equation}
For $a<1$ the oscillation is single-valued in $H$ but distorted,
\begin{equation}
k\mu_0M=\sum_{n=1}^{\infty}\frac{2}{n}J_n(na)\sin nx,
\label{eq:besselresult}
\end{equation}
where $J_n$ is the Bessel function. For $a>1$ the equilibrium state jumps at $x=0$ from $y=-y_s$ to $y=+y_s$, where $y_s=a\sin y_s$ and $0<y_s<\pi$. In a plate normal to the field, the same two states coexist as Condon domains.

Two points in this statement need care. The susceptibility that must exceed one is $\mu_0\,\partial M/\partial B$, not $\partial M/\partial H$. The Maxwell construction by itself gives a jump in a rod at fixed $H$; domains also need a sample shape in which the applied field does not by itself fix the internal $H$. The plate, where the mean of $B$ is fixed, is the simplest case.

The model is a clean gas of free electrons with mass $m$, charge $-e$ and $g=2$, at fixed chemical potential $\mu$ and temperature $T$. All fields lie along $z$. SI units are used because the natural quantities are fields in tesla. The interaction between electrons enters through the mean magnetic field alone. The non-oscillating (Pauli plus Landau) magnetization is left out. For the gas used below it is $\mu_0M\approx0.07$ mT at $10$ T, small against $B$ but not against the oscillating part. It is practically constant over a period, so it lowers every value of $\mu_0H$ quoted below by this amount and leaves the values of $B$ unchanged.

\subsection{Why the electrons respond to $B$}

The Hamiltonian of one electron, $\mathcal H=(\mathbf p+e\mathbf A)^2/2m$ apart from spin, contains the vector potential of the total microscopic field. The macroscopic $B$ is the spatial mean of that field. What has to be shown is that a large orbit responds to the mean and hardly to the short-range variation.

The phase of a quantum oscillation is the orbit action $S=\oint\mathbf p\cdot d\mathbf r$ divided by $\hbar$, up to a constant. Let a small $\delta\mathbf A$ be added at fixed energy. Varying the closed orbit, and integrating one term by parts, gives
\begin{align}
\delta S&=\oint\left(\delta\mathbf p\cdot\dot{\mathbf r}-\dot{\mathbf p}\cdot\delta\mathbf r\right)dt\nonumber\\
&=\oint\left(\frac{\partial\mathcal H}{\partial\mathbf p}\cdot\delta\mathbf p+\frac{\partial\mathcal H}{\partial\mathbf r}\cdot\delta\mathbf r\right)dt
=-\oint\delta\mathcal H\,dt .
\end{align}
The second line uses Hamilton's equations; the last equality holds because the total energy, including $\delta\mathcal H$, is unchanged. To first order $\delta\mathcal H=e\,\dot{\mathbf r}\cdot\delta\mathbf A$, so
\begin{equation}
\frac{\delta S}{\hbar}=-\frac e\hbar\oint\delta\mathbf A\cdot d\mathbf r=-\frac e\hbar\,\delta\Phi .
\label{eq:fluxphase}
\end{equation}
Here $\delta\Phi$ is the added flux through the orbit. It enters with this sign because a negative charge circulates in the positive sense about $\mathbf B$: the force $-e\mathbf v\times\mathbf B$ must point inward.

Compare two added fields. A uniform $\delta B$ gives $\delta\Phi=\pi r^2\delta B$, where
\begin{equation}
r=\frac{\hbar k_F}{eB}
\end{equation}
is the cyclotron radius of the largest orbit and $k_F$ is the Fermi wave number. A ripple $b\cos(Gx')$, with $x'$ measured from the orbit centre, gives
\begin{align}
\delta\Phi&=b\int_0^r\rho\,d\rho\int_0^{2\pi}\cos(G\rho\cos\varphi)\,d\varphi\nonumber\\
&=2\pi b\int_0^r\rho J_0(G\rho)\,d\rho=\frac{2\pi r b}{G}J_1(Gr),
\label{eq:ripple}
\end{align}
by the integral definition of $J_0$ and the identity $d(sJ_1)/ds=sJ_0$. For $Gr\gg1$ the envelope of $J_1(Gr)$ is $\sqrt{2/(\pi Gr)}$. Relative to a uniform field of the same strength, the ripple's effect is therefore of order $(Gr)^{-3/2}$.

Take the gas used later, with $k_F=1.2\times10^{10}\ \mathrm{m^{-1}}$ at $10$ T. The radius is $0.79\ \mu$m, while the mean electron spacing is $0.26$ nm. For a ripple of amplitude $1$ T with that spacing as its wavelength, the envelope of (\ref{eq:ripple}) gives a phase shift of about $1.8\times10^{-3}$ rad. This is only a classical estimate: it assumes $G\ll k_F$, while here $G=2.03\,k_F$. In the quantum problem $J_0(Gr)$ is replaced by the average of $\cos Gx'$ in a Landau level of index $\ell$, which is $e^{-Q/2}L_\ell(Q)$ with $Q=\hbar G^2/2eB$ and $L_\ell$ the Laguerre polynomial. It oscillates for $G<2k_F$ and is exponentially small beyond, so the first-order shift at this wavelength is far smaller still. A uniform field of only $1$ mT shifts it by $2.98$ rad. A macroscopic magnetization supplies a uniform part $\mu_0M$, so the field to be used in the oscillation is $B$.

This argument also sets a limit. A magnetization that varies over distances comparable with $r$ is not uniform over an orbit, and $M$ is then no longer a local function of $B$.

\subsection{The oscillating grand potential}

Let $\omega_c=eB/m$. The levels are
\begin{equation}
\varepsilon=\hbar\omega_c\left(\ell+\tfrac12+s\right)+\frac{\hbar^2q^2}{2m},\qquad \ell=0,1,2,\ldots,\quad s=\pm\tfrac12,
\end{equation}
where $q$ is the wave number along the field. The spin splitting equals $\hbar\omega_c$ because $g=2$ and the orbital mass is the free mass. Each level holds $eB/(2\pi\hbar)$ states per unit area.

At $T=0$ the grand potential is the sum of $\varepsilon-\mu$ over occupied states. For fixed $q$ and $s$, write
\begin{equation}
\xi=\frac{\mu}{\hbar\omega_c}-\frac{\hbar q^2}{2eB},\qquad \xi_s=\xi-s .
\end{equation}
The sum to be done is $\hbar\omega_c\sum_\ell(\ell+\tfrac12-\xi_s)$ over levels with $\ell+\tfrac12<\xi_s$. The Poisson formula for points at half-integers reads
\begin{equation}
\sum_{\ell=0}^{\infty}f(\ell+\tfrac12)=\int_0^\infty f(v)\,dv+2\sum_{p=1}^{\infty}(-1)^p\int_0^\infty f(v)\cos(2\pi pv)\,dv .
\end{equation}
The first term is smooth in the field. Integrating the others by parts gives
\begin{align}
\int_0^{\xi_s}(v-\xi_s)\cos(2\pi pv)\,dv
&=\left[(v-\xi_s)\frac{\sin 2\pi pv}{2\pi p}\right]_0^{\xi_s}-\int_0^{\xi_s}\frac{\sin2\pi pv}{2\pi p}\,dv\nonumber\\
&=\frac{\cos(2\pi p\xi_s)-1}{4\pi^2p^2}.
\end{align}
The bracket vanishes at both ends. The $-1$ does not oscillate and is dropped. Since $\cos[2\pi p(\xi\mp\frac12)]=(-1)^p\cos2\pi p\xi$, the spin sign cancels the Poisson sign. The two spins together contribute
\begin{equation}
\hbar\omega_c\cdot2(-1)^p\cdot\frac{2(-1)^p\cos2\pi p\xi}{4\pi^2p^2}
=\hbar\omega_c\,\frac{\cos 2\pi p\xi}{\pi^2p^2}.
\label{eq:twospin}
\end{equation}

The integral over $q$ is dominated by $q=0$, where the phase is stationary; this is the largest orbit. The ends of the $q$ range contribute smooth terms. The Fresnel integral $\int e^{-i\alpha q^2}dq=\sqrt{\pi/\alpha}\,e^{-i\pi/4}$ with $\alpha=\pi p\hbar/(eB)$ gives
\begin{equation}
\int_{-\infty}^{\infty}\frac{dq}{2\pi}\cos2\pi p\xi
=\frac1{2\pi}\sqrt{\frac{eB}{p\hbar}}\cos\left(\frac{2\pi pF}{B}-\frac\pi4\right).
\label{eq:fresnel}
\end{equation}
Here $\mu/(\hbar\omega_c)=F/B$ and
\begin{equation}
F=\frac{m\mu}{\hbar e}=\frac{\hbar k_F^2}{2e}.
\label{eq:F}
\end{equation}

Temperature is included by averaging the $T=0$ potential over the chemical potential with weight $-f'$, where $f$ is the Fermi function centred on $\mu$. For one level this is correct because
\begin{equation}
-\int_\varepsilon^\infty(\mu'-\varepsilon)[-f'(\mu')]\,d\mu'=-\int_\varepsilon^\infty f(\mu')\,d\mu'=-k_BT\ln\left(1+e^{(\mu-\varepsilon)/k_BT}\right).
\end{equation}
The average multiplies a harmonic by
\begin{equation}
I(\tau)=\int_{-\infty}^{\infty}\frac{e^{i\tau u}}{4\cosh^2(u/2)}\,du,\qquad \tau=\frac{2\pi pk_BT}{\hbar\omega_c}.
\end{equation}
Shifting the path by $2\pi i$ multiplies the integrand by $e^{-2\pi\tau}$. The pole between the paths, at $u=i\pi$, has residue $-i\tau e^{-\pi\tau}$. Hence $(1-e^{-2\pi\tau})I=2\pi\tau e^{-\pi\tau}$, or $I=\pi\tau/\sinh\pi\tau$. Multiplying (\ref{eq:twospin}) and (\ref{eq:fresnel}) by the degeneracy and this factor gives, per unit volume,
\begin{align}
\Omega&=\sum_{p=1}^\infty W_p\cos\left(\frac{2\pi pF}{B}-\frac\pi4\right),\label{eq:LK}\\
W_p&=\frac{\hbar\omega_c}{4\pi^4p^{5/2}}\left(\frac{eB}{\hbar}\right)^{3/2}R_T(pz),\label{eq:Wp}\\
R_T(z)&=\frac{z}{\sinh z},\qquad z=\frac{2\pi^2k_BT}{\hbar\omega_c}.
\end{align}
This is the Lifshitz--Kosevich form for the free gas. It was tested against an explicit sum over Landau levels at $\mu/\hbar\omega_c$ near $40$, with the smooth background removed from both sides by the same finite difference.

One harmonic suffices when the others add little to the curvature of $\Omega$, which decides stability. Each derivative of the phase brings a factor $p$, so the second harmonic has relative curvature
\begin{equation}
\frac{4W_2}{W_1}=\frac{1}{\sqrt2}\,\frac{R_T(2z)}{R_T(z)}=\frac1{\sqrt2\cosh z},
\label{eq:second}
\end{equation}
because $\sinh2z=2\sinh z\cosh z$. The approximation is good for $z$ of about three or more, except close to the threshold $a=1$: at $z=3$ the higher harmonics raise the largest slope by about $5\%$, which moves the threshold and strongly changes the small jump just above it. It fails as $T\to0$.

\subsection{Energy at fixed $H$ and the reduced equation}

In a given field the electrons obey $\partial\Omega/\partial B=-M$, since a change of vector potential changes their energy by $-\int\mathbf j\cdot\delta\mathbf A$, which is $-M\,\delta B$ per unit volume. The field stores $B^2/2\mu_0$, and the source that maintains $H$ supplies work $H\,dB$. The quantity to be minimized over $B$ in a long rod is therefore
\begin{equation}
\mathcal G(B;H)=\Omega(B)+\frac{B^2}{2\mu_0}-HB .
\label{eq:G}
\end{equation}
Its stationary points satisfy $-M+B/\mu_0-H=0$, which is (\ref{eq:selfB}). Its second derivative is $(1-\mu_0\,\partial M/\partial B)/\mu_0$, so a uniform state is locally stable when $\mu_0\,\partial M/\partial B<1$.

Keep $p=1$ and write $W=W_1(B_c)$. Choose $B_c$ so that $F/B_c=N+\tfrac18$ with integer $N$; the phase in (\ref{eq:LK}) is then $2\pi N$. Near $B_c$,
\begin{equation}
\frac{2\pi F}{B}-\frac\pi4=2\pi N-y+\frac{y^2}{kB_c}+\cdots,\qquad k=\frac{2\pi F}{B_c^2}=\frac{e\pi r^2}{\hbar}.
\label{eq:k}
\end{equation}
The last form of $k$ agrees with (\ref{eq:fluxphase}). Over one period, $|y|\le\pi$, the quadratic term is at most $\pi^2/(kB_c)$, which is small when $F\gg B_c$. Dropping it, and the equally slow change of $W_1$ with $B$, leaves
\begin{equation}
\Omega=W\cos y,\qquad \mu_0M=-\mu_0k\frac{d\Omega}{dy}=\mu_0kW\sin y=\frac ak\sin y,
\label{eq:M}
\end{equation}
with
\begin{equation}
a=\mu_0k^2W .
\label{eq:a}
\end{equation}
The slope is $\mu_0\,\partial M/\partial B=a\cos y$, whose maximum is $a$. Completing the square in (\ref{eq:G}) gives $(B-\mu_0H)^2/2\mu_0$ plus a term independent of $B$, and $B-\mu_0H=(y-x)/k$. Hence
\begin{equation}
\mathcal G=\frac{1}{\mu_0k^2}\,g(y;x)+\text{const},\qquad g(y;x)=\tfrac12(y-x)^2+a\cos y .
\label{eq:g}
\end{equation}
Setting $\partial g/\partial y=0$ gives (\ref{eq:kepler}). If the electrons responded to $\mu_0H$ instead, the sine would contain $x$, and the oscillation would stay sinusoidal at any amplitude.

\section{Distortion, jump and domains}

\subsection{Quantities carried over}

The reduced fields are $y=k(B-B_c)$ and $x=k(\mu_0H-B_c)$, where $k=2\pi F/B_c^2$. One harmonic of the grand potential, $\Omega=W\cos y$, gives $k\mu_0M=a\sin y$ with $a=\mu_0k^2W$. In a long rod at fixed $H$ the equilibrium state minimizes $g(y;x)=\frac12(y-x)^2+a\cos y$, so that $y=x+a\sin y$ and $k\mu_0M=y-x$. Energies per unit volume are $g/(\mu_0k^2)$. The worked gas has $k_F=1.2\times10^{10}\ \mathrm{m^{-1}}$; it is a model and represents no particular metal.

We have shown that the electrons respond to $B$, and that with one dominant harmonic the equilibrium of a long rod reduces to $y=x+a\sin y$. It remains to derive from this the distorted wave for $a<1$, the jump for $a>1$ and the domains in a plate, to work out the example, and to see where the description fails.
